# Why a Slope of Two Does Not Prove Simultaneous Two-Photon Initiation: test program

```python
# Result under test: unsaturated sequential two-step absorption has energy slope 2
# at every pulse duration T, but at fixed energy its yield follows
#   y = (1/2) A B G(T/tau),  G(x) = 2 (x - 1 + exp(-x)) / x^2,
# flat for T << tau and proportional to 1/T only for T >> tau.
# A = sigma_a*Phi (populating the real level), B = sigma_b*Phi (reaction from it),
# Phi = photons per area in a pulse, tau = lifetime of the real level.
# Simultaneous absorption has rate delta*F^2/2 per molecule, F = photon flux.
import numpy as np
from scipy.linalg import expm
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy import constants as const


def G(x):
    return 2 * (x + np.expm1(-x)) / x**2


def duration_exponent(x):
    return -x * np.expm1(-x) / (x + np.expm1(-x)) - 2


def generator(A, B, x):
    # populations: ground, real level, reacted; time in units of the pulse duration
    return np.array([[-A, x, 0], [A, -x - B, 0], [0, B, 0]], float)


def exact_yield(A, B, x):
    return expm(generator(A, B, x))[2, 0]


def log_slope(function, h=0.01):
    return (np.log(function(np.exp(h))) - np.log(function(np.exp(-h)))) / (2 * h)


def energy_slope(A, B, x):
    return log_slope(lambda s: exact_yield(s * A, s * B, x))


def delayed_G(x, k):
    # k = pulse duration / formation time of the real level
    return (G(x) - G(k)) / (1 - x / k)


def carry_over(x, p):
    # contribution of earlier pulses, in units of A*B; p = period / tau
    return (np.sinh(x / 2) / (x / 2))**2 / np.expm1(p)


# Full rate equations against the weak law, its bound, slope and duration exponent
for x in (0.01, 0.1, 1.0, 10.0, 100.0):
    for A, B in ((0.01, 0.02), (0.3, 0.1), (0.5, 1.0)):
        ratio = exact_yield(A, B, x) / (0.5 * A * B * G(x))
        assert np.exp(-max(A, B)) - 1e-9 <= ratio <= 1 + 1e-9
    assert abs(energy_slope(1e-3, 1e-3, x) - 2) < 2e-3
    numeric = log_slope(lambda s: exact_yield(1e-3, 1e-3, s * x))
    assert abs(numeric - duration_exponent(x)) < 2e-3
assert abs(energy_slope(0.01, 0.02, 1e-6) - (2 - 0.03 / 3)) < 3e-4
assert abs(energy_slope(1e-3, 100.0, 0.01) - 1) < 0.02


# Gaussian pulse: both limits must hold without a rectangular shape
def gaussian_yield(r):
    # r = standard deviation of the pulse / tau; result in units of A*B
    def rhs(u, z):
        f = np.exp(-u * u / 2) / np.sqrt(2 * np.pi)
        return [f - r * z[0], f * z[0]]
    sol = solve_ivp(rhs, (-8, 8), [0, 0], method="LSODA",
                    rtol=1e-8, atol=1e-12, max_step=0.1)
    return sol.y[1, -1]


assert abs(gaussian_yield(1e-3) / 0.5 - 1) < 3e-3
assert abs(gaussian_yield(100.0) * 2 * np.sqrt(np.pi) * 100 - 1) < 3e-3

# Pulse train: explicit propagation until the stored population is periodic
x_t, p_t, weak = 0.3, 1.0, 1e-4
pulse = expm(generator(weak, weak, x_t))
dark = expm(generator(0, 0, p_t - x_t))
state = np.array([1.0, 0.0, 0.0])
for _ in range(40):
    before = state[2]
    state = pulse @ state
    gained = state[2] - before
    state = dark @ state
train_law = weak**2 * (0.5 * G(x_t) + carry_over(x_t, p_t))
assert abs(gained / train_law - 1) < 2e-3

# Delayed formation of the real level: explicit four-population model
for x, k in ((0.01, 40.0), (0.001, 0.1), (1.0, 5.0)):
    a = b = 1e-3
    M = np.array([[-a, 0, x, 0], [a, -k, 0, 0],
                  [0, k, -x - b, 0], [0, 0, b, 0]], float)
    assert abs(expm(M)[3, 0] / (0.5 * a * b * delayed_G(x, k)) - 1) < 3e-3
assert abs(delayed_G(1e-5, 0.01) / (0.01 / 3) - 1) < 0.01


# Simultaneous absorption through a far-detuned level, full density matrix
def virtual_yield(duration, energy, detuning=1000.0):
    # time in units of the two-photon dephasing time; energy = Rabi^2 * duration
    half_rabi = np.sqrt(energy / duration) / 2
    H = np.array([[0, half_rabi, 0], [half_rabi, detuning, half_rabi],
                  [0, half_rabi, 0]], complex)
    c = np.diag([0, 0, np.sqrt(2.0)]).astype(complex)
    one = np.eye(3)
    cc = c.conj().T @ c
    L = -1j * (np.kron(H, one) - np.kron(one, H.T)) + np.kron(c, c.conj())
    L = L - 0.5 * (np.kron(cc, one) + np.kron(one, cc.T))
    return expm(L * duration)[8, 0].real


for duration in (0.5, 5.0, 50.0):
    law = (50.0 / 2000.0)**2 / 4 * G(duration)
    assert abs(virtual_yield(duration, 50.0) / law - 1) < 0.02
virtual_slope = np.log2(virtual_yield(50.0, 50.0) / virtual_yield(50.0, 25.0))
virtual_duration = np.log2(virtual_yield(100.0, 50.0) / virtual_yield(50.0, 50.0))
assert abs(virtual_slope - 2) < 0.02
assert abs(virtual_duration + 1) < 0.03

# Worked example: rough round values for a benzil-like initiator in an acrylate
wavelength_nm, waist_nm, energy_pJ = 405.0, 125.0, 12.0
tau, tau_delay = 20e-6, 5e-9                  # s
sigma_a, sigma_12, reaction_yield = 1e-19, 1e-17, 0.02   # cm2, cm2, 1
sigma_b = sigma_12 * reaction_yield
delta_GM, GM = 100.0, 1e-50                   # GM in cm4 s
concentration, viscosity, radius = 0.02, 0.7, 0.4e-9     # mol/L, Pa s, m
heat_capacity, temperature, gap = 1.8, 298.0, 200e-6     # J/(cm3 K), K, s
photon_J = const.h * const.c / (wavelength_nm * 1e-9)
area = np.pi * (waist_nm * 1e-7)**2 / 2
Phi = energy_pJ * 1e-12 / photon_J / area
A, B = sigma_a * Phi, sigma_b * Phi
times = np.array([0.2, 2.0, 20.0, 200.0, 2000.0]) * 1e-6
y_ref = exact_yield(A, B, times[0] / tau)

print(f"wavelength {wavelength_nm:.0f} nm, photon energy {photon_J/const.e:.3f} eV")
print(f"beam waist radius {waist_nm:.0f} nm, effective area {area:.3e} cm2")
print(f"pulse energy {energy_pJ:.1f} pJ, peak fluence {Phi*photon_J*1e3:.1f} mJ/cm2")
print(f"peak photon fluence Phi {Phi:.3e} cm^-2")
print(f"level lifetime {tau*1e6:.0f} us, formation time {tau_delay*1e9:.0f} ns")
print(f"sigma_a {sigma_a:.1e} cm2, sigma_b {sigma_b:.1e} cm2")
print(f"excited absorption {sigma_12:.1e} cm2, reaction yield {reaction_yield:.2f}")
print(f"sigma_a*Phi {A:.5f}, sigma_b*Phi {B:.5f}")
print(f"peak power at 0.2 us {energy_pJ/0.2:.1f} uW")
print(f"reacted fraction per 0.2 us pulse {y_ref:.3e}")
print(f"pulses for 1 % reacted, small-dose estimate {0.01/y_ref:.0f}")
for T in times:
    x = T / tau
    y = exact_yield(A, B, x)
    scale = brentq(lambda s: exact_yield(s*A, s*B, x) - y_ref, 0.5, 30)
    slope = energy_slope(A, B, x)
    assert abs(slope - 2) < 0.02
    print(f"T {T*1e6:.1f} us: G {G(x):.4f}, yield {y:.3e}, energy slope {slope:.3f}")
    print(f"  relative yield: sequential {y/y_ref:.4f}, simultaneous {times[0]/T:.4f}")
    print(f"  threshold pJ: sequential {scale*energy_pJ:.2f}, "
          f"simultaneous {energy_pJ*np.sqrt(T/times[0]):.1f}")
    print(f"  duration exponent {duration_exponent(x):.4f}, "
          f"apparent delta {2*y*T/Phi**2/GM:.2e} GM")
print(f"long-pulse apparent delta {2*sigma_a*sigma_b*tau/GM:.2e} GM")
x_95 = brentq(lambda x: duration_exponent(x) + 0.95, 2, 200)
assert abs(log_slope(lambda s: exact_yield(1e-3, 1e-3, s*x_95)) + 0.95) < 2e-3
print(f"exponent -0.95 is reached at T/tau {x_95:.2f}")
print(f"density matrix, virtual level: energy slope {virtual_slope:.3f}")
print(f"density matrix, virtual level: duration exponent {virtual_duration:.3f}")

# Sizes of neglected effects
x0 = times[0] / tau
depletion = 1 - y_ref / (0.5 * A * B * G(x0))
delay_loss = 1 - delayed_G(x0, times[0] / tau_delay) / G(x0)
carry = max(2*carry_over(T/tau, (T + gap)/tau)/G(T/tau) for T in times)
print(f"depletion lowers 0.2 us yield by {100*depletion:.2f} %")
print(f"formation delay lowers 0.2 us yield by {100*delay_loss:.2f} %")
print(f"largest carry-over with {gap*1e6:.0f} us dark gap {100*carry:.4f} %")
boost = 1 + 2 * carry_over(x0, 2e-6 / tau) / G(x0)
print(f"weak-limit yield gain per 0.2 us pulse at 2 us period {boost:.2f}")

delta = delta_GM * GM
simultaneous = 0.5 * delta * Phi**2 / times[0]
print(f"true simultaneous channel, delta {delta_GM:.0f} GM: "
      f"{simultaneous/y_ref:.2e} of yield at 0.2 us")
crossing = brentq(lambda T: sigma_a*sigma_b*delayed_G(T/tau, T/tau_delay)
                  - delta / T, 1e-11, 1e-7)
print(f"simultaneous channel wins for isolated pulses below {crossing*1e9:.2f} ns")

density = concentration * const.N_A / 1000
encounter = 8 * const.k * temperature / (3 * viscosity) * 1e6
annihilation = encounter * density * A * tau
# after a short pulse the squared population decays with lifetime tau/2
extra = reaction_yield * 0.5 * encounter * density * A**2 * tau / 2 / y_ref
diffusion = const.k * temperature / (6 * np.pi * viscosity * radius)
heating = density * photon_J * A * (1 + sigma_12 * Phi / 2) / heat_capacity
print(f"initiator {concentration:.2f} mol/L, viscosity {viscosity:.1f} Pa s, "
      f"radius {radius*1e9:.1f} nm")
print(f"temperature {temperature:.0f} K, heat capacity {heat_capacity:.1f} J/(cm3 K)")
print(f"triplet annihilation loss per lifetime, upper size {100*annihilation:.2f} %")
print(f"initiation added by annihilation {100*extra:.2f} % of yield")
print(f"lateral diffusion length in one lifetime {np.sqrt(4*diffusion*tau)*1e9:.1f} nm")
print(f"temperature rise per pulse, no heat loss {heating:.3f} K")

linear_yield = 0.1 * y_ref / A
mixed_slope = log_slope(lambda s: exact_yield(s*A, s*B, x0) + linear_yield*s*A)
assert abs(mixed_slope - (2 - 0.1 / 1.1)) < 0.02
print(f"direct yield per first photon adding 10 % signal {linear_yield:.2e}")
print(f"energy slope with that linear background {mixed_slope:.3f}")
print("tests ok")
```

Printed output:

```
wavelength 405 nm, photon energy 3.061 eV
beam waist radius 125 nm, effective area 2.454e-10 cm2
pulse energy 12.0 pJ, peak fluence 48.9 mJ/cm2
peak photon fluence Phi 9.968e+16 cm^-2
level lifetime 20 us, formation time 5 ns
sigma_a 1.0e-19 cm2, sigma_b 2.0e-19 cm2
excited absorption 1.0e-17 cm2, reaction yield 0.02
sigma_a*Phi 0.00997, sigma_b*Phi 0.01994
peak power at 0.2 us 60.0 uW
reacted fraction per 0.2 us pulse 9.806e-05
pulses for 1 % reacted, small-dose estimate 102
T 0.2 us: G 0.9967, yield 9.806e-05, energy slope 1.990
  relative yield: sequential 1.0000, simultaneous 1.0000
  threshold pJ: sequential 12.00, simultaneous 12.0
  duration exponent -0.0033, apparent delta 3.95e+05 GM
T 2.0 us: G 0.9675, yield 9.520e-05, energy slope 1.990
  relative yield: sequential 0.9709, simultaneous 0.1000
  threshold pJ: sequential 12.18, simultaneous 37.9
  duration exponent -0.0328, apparent delta 3.83e+06 GM
T 20.0 us: G 0.7358, yield 7.250e-05, energy slope 1.992
  relative yield: sequential 0.7393, simultaneous 0.0100
  threshold pJ: sequential 13.97, simultaneous 120.0
  duration exponent -0.2817, apparent delta 2.92e+07 GM
T 200.0 us: G 0.1800, yield 1.784e-05, energy slope 1.997
  relative yield: sequential 0.1819, simultaneous 0.0010
  threshold pJ: sequential 28.19, simultaneous 379.5
  duration exponent -0.8889, apparent delta 7.18e+07 GM
T 2000.0 us: G 0.0198, yield 1.967e-06, energy slope 2.000
  relative yield: sequential 0.0201, simultaneous 0.0001
  threshold pJ: sequential 84.81, simultaneous 1200.0
  duration exponent -0.9899, apparent delta 7.92e+07 GM
long-pulse apparent delta 8.00e+07 GM
exponent -0.95 is reached at T/tau 21.00
density matrix, virtual level: energy slope 2.000
density matrix, virtual level: duration exponent -0.985
depletion lowers 0.2 us yield by 0.99 %
formation delay lowers 0.2 us yield by 4.87 %
largest carry-over with 200 us dark gap 0.0090 %
weak-limit yield gain per 0.2 us pulse at 2 us period 20.08
true simultaneous channel, delta 100 GM: 2.53e-04 of yield at 0.2 us
simultaneous channel wins for isolated pulses below 0.89 ns
initiator 0.02 mol/L, viscosity 0.7 Pa s, radius 0.4 nm
temperature 298 K, heat capacity 1.8 J/(cm3 K)
triplet annihilation loss per lifetime, upper size 3.76 %
initiation added by annihilation 1.91 % of yield
lateral diffusion length in one lifetime 7.9 nm
temperature rise per pulse, no heat loss 0.049 K
direct yield per first photon adding 10 % signal 9.84e-04
energy slope with that linear background 1.900
tests ok
```
